# Relativistic Thomas-Fermi Kinetic Energy and the Vallarta-Rosen Density at a Nucleus: a program that tests the result

```python
"""Relativistic Thomas-Fermi gas and the Vallarta-Rosen density.

Result under test (Hartree atomic units, rest energy subtracted):
  t = c^5/pi^2 * { [xi(1+2xi^2)sqrt(1+xi^2) - arsinh(xi)]/8 - xi^3/3 },
  n = (2W + W^2/c^2)^(3/2) / (3 pi^2),
and, where r*W -> Z at a point nucleus, n -> (Z/c)^3/(3 pi^2 r^3), so that
the electron number diverges logarithmically. No self-consistent solution
with a point nucleus exists.

Symbols: c speed of light, xi = (Fermi momentum)/c, n number density,
t kinetic energy density, W = chemical potential minus potential energy,
Z nuclear charge, r distance from the nucleus.
"""
import numpy as np
import sympy as sp
from scipy.constants import fine_structure
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import minimize_scalar

c = 1.0 / fine_structure
Z = 77.0
pi = np.pi


def kinetic_density(xi):
    bracket = (xi * (1 + 2 * xi**2) * np.sqrt(1 + xi**2) - np.arcsinh(xi)) / 8
    return c**5 / pi**2 * (bracket - xi**3 / 3)


def density_nonrel(W):
    return (2 * W) ** 1.5 / (3 * pi**2)


def density_vr(W):
    return (2 * W + W**2 / c**2) ** 1.5 / (3 * pi**2)


print(f"speed of light c = {c:.6f} a.u.")
print(f"nuclear charge Z = {Z:.0f}, Z/c = {Z / c:.6f}")

# --- Kinetic energy density: quadrature of the definition ---
for xi in (0.1, 1.0, 10.0):
    # p^2 times kinetic energy, written without cancellation
    integral = quad(lambda y: y**4 / (1 + np.sqrt(1 + y * y)), 0, xi,
                    epsabs=0, epsrel=1e-11)[0]
    direct = c**5 / pi**2 * integral
    assert abs(kinetic_density(xi) / direct - 1) < 1e-9
    nonrel = (xi * c) ** 5 / (10 * pi**2)
    print(f"p_F/c = {xi:4.1f}: t = {direct:.5e} hartree/bohr^3, "
          f"t/t_nonrel = {direct / nonrel:.5f}")

# --- Plane waves counted one by one in a periodic box, Fermi momentum c ---
radius = 60.5
m = np.arange(-60, 61)
m2 = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2).ravel()
m2 = m2[m2 <= radius**2]
dk = c / radius
volume = (2 * pi / dk) ** 3
energies = np.sqrt(m2 * dk**2 * c**2 + c**4) - c**2
n_box = 2 * len(m2) / volume
t_box = 2 * energies.sum() / volume
# a finite box has a ragged Fermi surface, hence the loose tolerance
assert abs(n_box / (c**3 / (3 * pi**2)) - 1) < 3e-3
assert abs(t_box / kinetic_density(1.0) - 1) < 3e-3
print(f"box sum at p_F = c: {2 * len(m2)} electrons, "
      f"t_box/t = {t_box / kinetic_density(1.0):.5f}")

# --- Limits of small and large Fermi momentum ---
y = sp.symbols("y", positive=True)
closed = (y * (1 + 2 * y**2) * sp.sqrt(1 + y**2) - sp.asinh(y)) / 8 - y**3 / 3
small = sp.series(closed, y, 0, 8).removeO()
assert sp.expand(small - (y**5 / 10 - y**7 / 56)) == 0
xi = 1e6
n_big = (xi * c) ** 3 / (3 * pi**2)
ultra = 0.75 * c * (3 * pi**2) ** (1 / 3) * n_big ** (4 / 3)
assert abs(kinetic_density(xi) / ultra - 1) < 1e-5

# --- Density found by direct minimization of t(n) - W n ---
for W in (10.0, 1e4, 1e6):
    def grand(logxi):
        s = np.exp(logxi)
        return (kinetic_density(s) - W * (s * c)**3 / (3 * pi**2)) / c**5
    guess_range = (np.log(0.02), np.log(500.0))
    best = minimize_scalar(grand, bounds=guess_range, method="bounded",
                           options={"xatol": 1e-10})
    n_min = (np.exp(best.x) * c) ** 3 / (3 * pi**2)
    # a minimum is located only to about the root of the rounding error
    assert abs(n_min / density_vr(W) - 1) < 1e-4

# --- Nonrelativistic Thomas-Fermi atom: phi'' = phi^(3/2)/sqrt(x) ---
# Integrate inward in log(x) from the far tail, then rescale to phi(0) = 1.
x_far, eps = 1e5, 1e-4
sigma = (np.sqrt(73) - 7) / 2
phi_far = 144 / x_far**3 * (1 - eps)
slope_far = 144 / x_far**3 * (-3 + (3 + sigma) * eps)


def tf_rhs(logx, f):
    return [f[1], f[1] + (np.exp(logx) * max(f[0], 0.0)) ** 1.5]


tf = solve_ivp(tf_rhs, (np.log(x_far), np.log(1e-14)), [phi_far, slope_far],
               method="DOP853", rtol=1e-11, atol=1e-27, dense_output=True)
assert tf.success
phi0 = tf.y[0, -1]
length = 0.5 * (3 * pi / 4) ** (2 / 3) * Z ** (-1 / 3)
r_max = 0.99 * length * x_far * phi0 ** (1 / 3)


def screening(r):
    """Return phi and r*dphi/dr at distance r."""
    return tf.sol(np.log(r / length / phi0 ** (1 / 3))) / phi0


def W_point(r):
    return Z * screening(r)[0] / r


def count(density, W_function, a, b, points=6001):
    u = np.linspace(np.log(a), np.log(b), points)
    r = np.exp(u)
    return simpson(4 * pi * r**3 * density(W_function(r)), x=u)


N_nonrel = count(density_nonrel, W_point, 1e-11, r_max)
assert abs(N_nonrel - Z) < 1e-3
print(f"Thomas-Fermi length = {length:.6f} bohr")
print(f"nonrelativistic electron number = {N_nonrel:.5f}")
inner = count(density_nonrel, W_point, 1e-11, 1e-4)
inner_formula = 8 / (9 * pi) * (2 * Z * 1e-4) ** 1.5
assert abs(inner / inner_formula - 1) < 5e-3
print(f"nonrelativistic number inside 1e-4 bohr = {inner:.4e}")

# --- Vallarta-Rosen density in the same potential ---
print(f"crossover radius Z/(2c^2) = {Z / (2 * c**2):.5e} bohr")
limit = (Z / c) ** 3 / (3 * pi**2)
print("r (bohr), W (hartree), p_F/c, n_VR/n_nonrel, n_VR*r^3:")
for r in (1e-1, 1e-2, 1e-3, 1e-4, 1e-6, 1e-8):
    W = W_point(r)
    n = density_vr(W)
    print(f"  {r:.0e}  {W:.4e}  {(3 * pi**2 * n) ** (1 / 3) / c:.4e}  "
          f"{n / density_nonrel(W):.4e}  {n * r**3:.6f}")
assert abs(density_vr(W_point(1e-8)) * 1e-24 / limit - 1) < 1e-4
print(f"limit of n_VR*r^3 = {limit:.6f}")


def log_slope(density, r):
    pair = density(W_point(np.array([r, 2 * r])))
    return np.log(pair[1] / pair[0]) / np.log(2)


power_vr = log_slope(density_vr, 1e-8)
power_nr = log_slope(density_nonrel, 1e-8)
assert abs(power_vr + 3) < 1e-4 and abs(power_nr + 1.5) < 1e-4
print(f"power of r near 1e-8 bohr: VR {power_vr:.5f}, nonrel {power_nr:.5f}")

for a in (1e-2, 1e-4, 1e-6, 1e-8, 1e-10):
    print(f"VR electrons outside {a:.0e} bohr = "
          f"{count(density_vr, W_point, a, r_max):.4f}")
decade = count(density_vr, W_point, 1e-9, 1e-8)
decade_formula = 4 / (3 * pi) * (Z / c) ** 3 * np.log(10)
assert abs(decade / decade_formula - 1) < 1e-4
print(f"VR electrons from 1e-9 to 1e-8 bohr = {decade:.5f}")
print(f"logarithmic law, electrons per decade = {decade_formula:.5f}")

# --- Uniformly charged nucleus of finite radius: the count converges ---
R = 1e-4


def W_sphere(r):
    nuclear = np.where(r < R, Z * (3 - (r / R) ** 2) / (2 * R), Z / r)
    return nuclear + Z * (screening(r)[0] - 1) / r


outside = count(density_vr, W_sphere, R, r_max)
inside = count(density_vr, W_sphere, 1e-9, R)
inside_coarse = count(density_vr, W_sphere, 1e-7, R)
assert abs(inside - inside_coarse) < 1e-6
print(f"finite nucleus, radius = {R:.1e} bohr")
print(f"  VR electrons inside it = {inside:.5f}")
print(f"  VR electrons in all = {inside + outside:.4f}")

# --- Self-consistent equation integrated inward, W = q/r, s = log(1/r) ---
r_start = 1e-2
phi, r_dphi = screening(r_start)


def inward(s, f):
    q, dq = f
    source = 4 / (3 * pi) * (2 * q * np.exp(-s) + (q / c) ** 2) ** 1.5
    return [dq, source - dq]


s_start = -np.log(r_start)
scf = solve_ivp(inward, (s_start, 100 * np.log(10)), [Z * phi, -Z * r_dphi],
                method="DOP853", rtol=1e-10, atol=1e-10, dense_output=True)
assert scf.success
assert np.all(np.diff(scf.y[0]) > 0)
charge_start = scf.y[:, 0].sum()
previous = 0.0
for power in (2, 4, 8, 20, 50, 100):
    s = power * np.log(10)
    charge = scf.sol(s).sum()
    bound = charge_start + 4 / (3 * pi) * (Z * phi / c) ** 3 * (s - s_start)
    assert charge >= bound - 1e-6 and charge > previous
    previous = charge
    print(f"self-consistent: charge needed inside 1e-{power} bohr = "
          f"{charge:.4f}")

# --- Dirac equation at a point nucleus: power of the leading density ---
kappa = -1
near_origin = np.array([[-kappa, Z / c], [-Z / c, kappa]])
gamma = np.linalg.eigvals(near_origin).real.max()
assert abs(gamma - np.sqrt(1 - (Z / c) ** 2)) < 1e-12
assert 2 * gamma - 2 > -3
print(f"Dirac: gamma = {gamma:.5f}, density power = {2 * gamma - 2:.5f}")

print("finished without a failed check")
```

Printed output:

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 77, Z/c = 0.561896
p_F/c =  0.1: t = 4.88765e+03 hartree/bohr^3, t/t_nonrel = 0.99822
p_F/c =  1.0: t = 4.25127e+08 hartree/bohr^3, t/t_nonrel = 0.86825
p_F/c = 10.0: t = 1.07295e+13 hartree/bohr^3, t/t_nonrel = 0.21913
box sum at p_F = c: 1856322 electrons, t_box/t = 1.00098
Thomas-Fermi length = 0.208104 bohr
nonrelativistic electron number = 77.00000
nonrelativistic number inside 1e-4 bohr = 5.4036e-04
crossover radius Z/(2c^2) = 2.05018e-03 bohr
r (bohr), W (hartree), p_F/c, n_VR/n_nonrel, n_VR*r^3:
  1e-01  4.7482e+02  2.2629e-01  1.0190e+00  1.007155
  1e-02  7.2184e+03  9.5736e-01  1.3017e+00  0.076261
  1e-03  7.6447e+04  4.9713e+00  5.2885e+00  0.010678
  1e-04  7.6942e+05  4.1961e+01  9.9597e+01  0.006421
  1e-06  7.6999e+07  4.1013e+03  9.2897e+04  0.005996
  1e-08  7.7000e+09  4.1004e+05  9.2830e+07  0.005992
limit of n_VR*r^3 = 0.005992
power of r near 1e-8 bohr: VR -2.99999, nonrel -1.50000
VR electrons outside 1e-02 bohr = 77.3191
VR electrons outside 1e-04 bohr = 78.3967
VR electrons outside 1e-06 bohr = 78.7488
VR electrons outside 1e-08 bohr = 79.0956
VR electrons outside 1e-10 bohr = 79.4423
VR electrons from 1e-9 to 1e-8 bohr = 0.17337
logarithmic law, electrons per decade = 0.17337
finite nucleus, radius = 1.0e-04 bohr
  VR electrons inside it = 0.04755
  VR electrons in all = 78.4443
self-consistent: charge needed inside 1e-2 bohr = 76.4904
self-consistent: charge needed inside 1e-4 bohr = 77.5724
self-consistent: charge needed inside 1e-8 bohr = 78.2947
self-consistent: charge needed inside 1e-20 bohr = 80.5706
self-consistent: charge needed inside 1e-50 bohr = 87.2579
self-consistent: charge needed inside 1e-100 bohr = 103.4011
Dirac: gamma = 0.82721, density power = -0.34558
finished without a failed check
```
